Interstitial supersaturation across boron markers and the surface recombination length

**A surface that absorbs perfectly**

Take silicon filling x > 0, with a band of implantation defects at depth x_d. The band emits self-interstitials, which wander to the surface and vanish there. Let C be the concentration of free interstitials, C* its equilibrium value, and

S = C/C*,  u = S − 1.

S is the supersaturation and u the excess. Suppose first that the surface is so effective a sink that it holds S = 1, while the band holds S = S_d > 1. Between them nothing is created or lost, the flow is one-dimensional, and the diffusivity D_I and C* are uniform. In the steady state the flux towards the surface,

J = D_I C* du/dx,

is the same at every depth. Hence du/dx is constant, and the two end values fix the line:

u(x) = u_d x/x_d,  u_d = S_d − 1.

The line reaches S = 1 at the surface itself. Any distance between the surface and the point where a measured line reaches S = 1 must therefore come from something this case lacks. The algebra contains no ħ, charge or electron mass, so it holds in atomic units as in any other consistent set.

**A surface that absorbs imperfectly**

Now let interstitials hop between atomic layers of spacing a, at rate ν to each neighbouring layer. Layer j holds n_j interstitials per unit area, so C = n/a. The net flow from layer j + 1 to layer j is

ν(n_{j+1} − n_j) ≈ νa dn/dx = νa² dC/dx,

which identifies D_I = νa². An interstitial in the surface layer, j = 0, is annihilated at rate κ. The surface must also create interstitials, at a rate that balances annihilation when n_0 = n*, so the net loss is κ(n_0 − n*). In the steady state this equals the supply from below:

ν(n_1 − n_0) = κ(n_0 − n*).

Written with concentrations, this is

D_I dC/dx = k_s(C − C*) at x = 0,  k_s = κa.

Dividing by k_s C* leaves one length:

L du/dx = u at x = 0,  L = D_I/k_s = aν/κ.

L is the surface recombination length. If a = 0.25 nm and ν/κ = 200, an interstitial in the surface layer is 200 times as likely to hop back inward as to be annihilated, and L = 50 nm.

In the bulk u″ = 0 still holds, so u = A + Bx. The surface condition gives LB = A. At the band,

A + Bx_d = B(L + x_d) = u_d.

So B = u_d/(x_d + L), and

S(x) = 1 + g(x + L),  g = (S_d − 1)/(x_d + L).

The line continued outside the crystal reaches S = 1 at x = −L. No interstitials exist there; the point is a construction that displays the ratio of the surface excess u(0) to the slope.

A direct solution of the layer balances, with the spacing and rates above, lies on this line, and its fitted length is 50.000 nm.

Two limits test the formula. For L → 0 the perfect sink returns. For L → ∞ with S_d held fixed, S → S_d everywhere and the flux vanishes, as it must at a surface that takes up nothing. Between the limits,

J = D_I C* g = C* u_d/(x_d/D_I + 1/k_s),

so bulk and surface act as two resistances in series. L is the bulk thickness whose resistance equals that of the surface.

The band need not hold a known S_d. If it emits a given flux instead, g = J/(D_I C*) and the line still points to −L.

The level of the extrapolation matters. Setting S = 0 gives x = −(L + 1/g), which overestimates the length by 1/g. The net surface reaction stops at equilibrium, not at zero concentration.

**What a boron marker measures**

A marker is a thin buried boron layer. Assume that boron moves by interstitials alone: an atom is kicked out of its lattice site at rate rS(x), migrates for a time negligible on the scale of the anneal, and settles on a new site. Its displacement d is symmetric, with ⟨d⟩ = 0 and ⟨d²⟩ = 2λ². The boron concentration C_B obeys

∂C_B/∂t = −rSC_B + r⟨S(x − d)C_B(x − d)⟩.

For hops short compared with the marker width, expand the last term to second order in d. The zeroth order cancels the loss, the first vanishes by symmetry, and the second gives

∂C_B/∂t = D_B* ∂²(SC_B)/∂x²,  D_B* = rλ².

D_B* is the boron diffusivity at S = 1. Note that S stands inside both derivatives.

The width follows without the expansion. Averages now run over the boron atoms of one marker. A hop changes x by d and x² by 2xd + d². The mean of d is zero, so

d⟨x⟩/dt = 0,
d⟨x²⟩/dt = 2rλ²⟨S⟩ = 2D_B*⟨S⟩.

The centroid x_m stays fixed, so the variance σ² = ⟨x²⟩ − x_m² grows at the same rate. For a linear S, ⟨S⟩ = S(x_m), hence

dσ²/dt = 2D_B* S(x_m).

A marker of finite width therefore reports the line at its own centroid, for finite hop length too, as long as its atoms stay clear of the surface and the band.

The placing of S can be seen in the centroid. Had the boron flux been −D_B* S ∂C_B/∂x, integration by parts would give a drift d⟨x⟩/dt = D_B* g. The kick-out law has none.

**Numbers for four markers**

Take T = 1073 K, an anneal of 30 s, x_d = 200 nm, S_d = 201 and L = 50 nm. Then

g = 200/(200 + 50) = 0.800 per nm,

and the surface sits at S = 1 + 0.8 × 50 = 41, far from equilibrium. Markers lie at 40, 80, 120 and 160 nm, each with initial σ = 4.0 nm. The rough boron diffusivity is D_B* = 4.0 × 10⁻³ nm²/s. For the first marker

S = 1 + 0.8 × 90 = 73,
σ² = 4.0² + 2 × 0.004 × 73 × 30 = 33.5 nm²,

so σ = 5.8 nm.

The kick-out process was simulated atom by atom, with 400 000 atoms per marker and λ = 2.0 nm. The variance growth, divided by 2D_B*t, gave S = 74.0, 104.4, 137.1 and 169.7, where the line has 73, 105, 137 and 169. The largest relative deviation, 1.4 % of the line value, is at the shallowest marker. The moment law leaves no systematic part for a linear S, so this is sampling scatter, though an unusually large draw of about three standard errors. No centroid moved by more than 0.009 nm, whereas the alternative flux law would have moved each by 0.004 × 0.8 × 30 ≈ 0.10 nm.

Fit S = gx + c to the four simulated values. Setting gx + c = 1 at x = −L gives

L = (c − 1)/g = (S̄ − 1)/g − x̄,

where bars denote means over markers. Here x̄ = 100 nm and S̄ = 121.3. The slope is

g = [60 × (169.7 − 74.0) + 20 × (137.1 − 104.4)]/8000 = 0.80 per nm.

The unrounded fit gives L = 50.5 nm, or 505 Å, against the 50 nm put into the simulated flow. On the ideal line, extrapolation to S = 0 would give 51.25 nm. The difference, 1/0.8 = 1.25 nm, is small here because the supersaturation is high.

**How well the length is determined**

Let each S carry an independent error s_S. To first order,

δL = δS̄/g − (S̄ − 1)δg/g² = [δS̄ − (x̄ + L)δg]/g,

because (S̄ − 1)/g = x̄ + L. For a least-squares line, S̄ and g have uncorrelated errors, with variances s_S²/N and s_S²/Σ(x_i − x̄)². Hence

s_L = (s_S/g) √[1/N + (x̄ + L)²/Σ(x_i − x̄)²].

Take s_S = 4.0. This is an assumed value, and a demanding one: even with the initial width known exactly, each final σ must be measured to better than 0.1 nm. Then

s_L = 5.0 × √(0.25 + 150²/8000) = 8.8 nm.

Repeated fits to randomly disturbed lines give the same 8.8 nm. The second term dominates: the zero of u lies 150 nm from the middle of the markers, so a small error in slope is amplified.

The two limits now read differently. Keep S_d, x_d, the markers and s_S fixed. For L → 0 the slope becomes 1.0 per nm and s_L = 4.0 × √(0.25 + 100²/8000) = 4.9 nm, so a perfect sink cannot be told from one with L of a few nanometres. For large L, g falls as 1/L while the lever arm grows as L, so s_L grows as L². Once s_L is comparable with L, which here happens at a few thousand nanometres, the profile is nearly flat and the data can set little more than a lower bound on L.

A scale error common to all markers is far less harmful here. If every S is multiplied by A, the fitted line reaches 1 where A[1 + g(x + L)] = 1, so

L_fit = L + (1 − 1/A)/g.

Suppose the true temperature is 10 K above the one used to calculate D_B*. With a rough activation energy of 3.5 eV, all S are overestimated by A = 1.418. L_fit is then 50.37 nm: a 42 % error in S moves the length by under 1 %. This holds because S is large; it does not protect against errors that differ between markers.

A vacancy share in boron diffusion acts similarly. If a fraction 0.9 goes by interstitials and the rest by vacancies in local equilibrium, whose supersaturation is 1/S, the markers report 0.9S + 0.1/S. The fitted length is 49.86 nm, provided that the vacancies' own flow is too small to alter the interstitial line.

**From a steady flow to a time average**

Markers record the whole anneal, including its start. Free interstitials cross the region in a time no longer than about

(x_d + L)²/D_I = 0.006 s

for a rough D_I of 1.0 × 10⁻⁷ cm²/s, which is negligible beside 30 s. Traps can slow the start. If immobile, uniform traps exchange interstitials reversibly and fast, at low occupation, then

∂u/∂t = D_eff u″,  D_eff < D_I.

The surface condition keeps L = D_I/k_s, because free interstitials alone carry the flux and react there.

Start from u = 0 and average over the anneal time t_a. Since the equations are linear,

D_eff ū″ = u(x, t_a)/t_a,  Lū′(0) = ū(0).

The second relation says that the surface tangent to the averaged profile points to −L even during the transient. The first says that the profile between the markers is curved.

At late times u(x, t_a) has reached the steady line. With y = x + L and Y = x_d + L it equals u_d y/Y. Define

p = u_d/(6D_eff t_a Y).

Then ū″ = 6py, and two integrations give

ū = py³ + αy + β.

At the surface y = L, so the boundary condition reads

pL³ + αL + β = L(3pL² + α),  hence β = 2pL³.

At the band ū = u_d, so

α = u_d/Y − pY² − 2pL³/Y.

Substitution gives

ū = u_d y/Y − p[y(Y² − y²) − 2L³(1 − y/Y)].

A time-dependent solution agrees with this formula to within 0.1 % of u_d for D_eff = 1.0 × 10⁻¹⁰ cm²/s, an assumed trap-limited value. The deficit is 2.1 at the first marker and 1.7 at the last. It is relatively larger near the surface, where u is smaller, and the fitted length drops to 46.6 nm.

A shorter anneal shows how the straight-line fit fails. After 1 s, with the same traps, the surface tangent still gives 50.0 nm, but the marker fit gives −22 nm: its line reaches S = 1 inside the crystal. A fitted length that is negative by much more than its measurement error is a sign that a steady flow without loss does not describe the data. A transient is one possible cause; strong loss between band and surface, or one badly misread marker, is another. In these transient cases, and in those of bulk recombination and clustering below, S is evaluated at the marker centres.

**Why storage and loss shorten the fitted length**

Any storage or net loss that removes interstitials between band and surface makes u convex. Write

u = u′(0)(x + L) + e(x).

The first term is the surface tangent. The remainder e is convex, with e(0) = e′(0) = 0, so it is non-negative and does not decrease with depth. Fitting u adds to the tangent the least-squares line of e, say αx + β, where these constants belong to this fit alone.

The residuals of that fit have zero sum and zero first moment. Unless they all vanish, they must change sign at least twice within the marker range, and a convex curve crosses a line at most twice. Outside the crossings the line lies below e. If the residuals all vanish, the line is a chord of e, and its continuation to x = 0 again lies on or below e. Hence β ≤ e(0) = 0, while α ≥ 0. At x = −L the complete fitted line has the value β − αL ≤ 0. Since it rises with x, it reaches zero at or to the right of −L. The fitted length cannot exceed L.

Bulk recombination is one such case. Let the net loss be D_I C* u/ℓ², so that u″ = u/ℓ². Put u = P cosh(x/ℓ) + Q sinh(x/ℓ). The surface condition gives LQ/ℓ = P, hence

u ∝ ℓ sinh(x/ℓ) + L cosh(x/ℓ).

For ℓ → ∞ this returns x + L. For an assumed ℓ = 500 nm the four-marker fit gives 46.1 nm.

**Markers that disturb what they measure**

Mobile boron carries interstitials. When kick-out and return are in local balance and hops are short, this flux adds to that of the free interstitials. In the steady flow

d/dx [D_I C* S + D_B* C_B S] = constant.

Integrate, with C_B negligible at both ends:

S(1 + m) = 1 + g(x + L),  m = D_B* C_B/(D_I C*).

S dips where boron is dense. A marker dose of 1.0 × 10¹¹ cm⁻² and σ = 4.0 nm give a peak of 1.0 × 10¹⁷ cm⁻³. With a rough D_I C* of 100 per cm per s, m = 0.04 at the peak. The hop length of 2.0 nm is not very short beside σ and smooths the dip slightly. A calculation that includes it, averaged over the initial profile, shows the first marker 97.5 % of the line value.

If all four markers kept their initial width and were lowered in this way, the fit would give 49.97 nm, since the factor would be common to all. In fact they broaden during the anneal, the deeper ones faster, so their dips weaken unequally: the markers then report about 97.9 % (shallowest) to 98.1 % (deepest) of the line, and the fit gives about 49.5 nm. If the shallowest alone is lowered to 97.5 %, it gives 46.9 nm. Equal markers matter more here than a small absolute disturbance.

Clustering can be worse, because a clustered boron atom may hold an interstitial for the rest of the anneal. Suppose 1 % of each marker's dose does so, one interstitial per atom, at a steady rate over the anneal. The slope of u then jumps at each marker by

0.01 × 10¹¹/(30 × 100) = 3.3 × 10⁵ per cm,

or 0.033 per nm. Four jumps separate the slope near the band, 0.880 per nm, from that near the surface, 0.747 per nm. The fitted length is 41.8 nm, 16 % below L; this treats each marker as a point sink, and spreading the loss over the marker width raises it by about 0.1 nm.

The sensitivity follows from the small flow. The ideal line delivers 8.0 × 10⁸ cm⁻² s⁻¹ to the surface, or 2.4 × 10¹⁰ cm⁻² in 30 s. That is 24 % of one marker's boron dose, so at this D_I C* a few trapped interstitials per hundred boron atoms are not a small correction.

**Beside a real anneal**

The example resembles silicon that was amorphized by implantation and regrown, with end-of-range defects below boron markers. Its diffusivities and D_I C* are rough values, and D_I C* in particular is uncertain: extrapolated metal- and self-diffusion data suggest a value nearer 10³ than 10² per cm per s. The marker peak is deliberately low: at 10¹⁸ cm⁻³, with the other values unchanged, m would be 0.4 and dilution would fail. At the chosen peak the hole density is 1.017 times a rough intrinsic density, so doping hardly alters the diffusion. Loss to the surface takes 2.4 × 10⁻⁴ of an assumed store of 10¹⁴ cm⁻², but real defects also coarsen and feed the deeper crystal, so S_d can change. If it changes slowly compared with the crossing time, and traps are negligible, the averaged profile remains very nearly a line with the same L. Among the 30 s cases of storage, loss and marker disturbance computed above, clustering at its assumed 1 % moves the length most, by 8.2 nm, about as much as the error from the assumed s_S. That ranking depends on D_I C*: at 10³ per cm per s the clustering shift would be only about 0.8 nm, less than that of the assumed bulk loss.

The surface must also be inert. Suppose it injects interstitials, as an oxidizing surface can, so that the net reaction stops at an excess u_s instead of zero. Then Lu′(0) = u(0) − u_s, and the line has u = u_s at x = −L. Extrapolation to S = 1 returns L + u_s/g, which is too long. With g held at 0.8 per nm, u_s = 8 would add 10 nm. This error has the opposite sign to that of clustering, and a straight profile does not reveal it.

Finally, the markers give L but not k_s. Converting it to k_s = D_I/L = 0.020 cm/s brings in the rough D_I, with all its uncertainty. The remaining computed values are in the numerical output.

Numbers as computed

```
Temperature 1073 K; anneal 30 s
Source depth 200 nm; source S 201; input L 50 nm
Slope of S 0.800 per nm; surface S 41.0
Rough boron diffusivity 4.0e-03 nm^2/s
Rough D_I 1.0e-07 cm^2/s
Rough D_I C_I* 100 per cm per s
Surface speed k_s = D_I/L 0.020 cm/s
Free-interstitial time (xd+L)^2/D_I 0.00625 s
Layer model: spacing 0.25 nm, nu/kappa 200, L 50.000 nm
Marker start sigma 4.0 nm; hop length 2.0 nm
Simulated boron atoms per marker 400000
Marker 40 nm: line S 73.0, simulated S 74.0, final sigma 5.81 nm
Marker 80 nm: line S 105.0, simulated S 104.4, final sigma 6.41 nm
Marker 120 nm: line S 137.0, simulated S 137.1, final sigma 7.00 nm
Marker 160 nm: line S 169.0, simulated S 169.7, final sigma 7.53 nm
Largest simulated centroid shift 0.009 nm
L from simulated markers 50.50 nm = 505.0 angstrom
L if line is extrapolated to S=0: 51.25 nm
Marker error in S 4.0: error in L 8.8 nm (repeated fits 8.8 nm)
Temperature error 10 K, rough activation 3.5 eV: S scale 1.418
Apparent L with that scale 50.37 nm
Assumed interstitial share 0.9: L 49.86 nm
Assumed trap-limited diffusivity 1.0e-10 cm^2/s
Apparent L with trap-delayed start 46.63 nm
After 1 s: tangent L 50.01 nm, marker-fit L -22.32 nm
Assumed bulk loss length 500 nm: L 46.07 nm
Marker dose 1.0e+11 per cm^2; peak 9.97e+16 per cm^3
Boron-carried to free transport ratio m at peak 0.0399
S seen / line S, shallowest marker 0.9751
Apparent L with boron-carried flow 49.97 nm
Same, only shallowest marker lowered 46.93 nm
Assumed clustered boron 1.0 percent: L 41.80 nm
Slope with clustering: surface 0.747, source 0.880 per nm
Interstitial flux to surface 8.00e+08 per cm^2 per s
Interstitials lost in anneal 2.40e+10 per cm^2
Lost / one marker's boron dose 0.240
Assumed source store 1.0e+14 per cm^2; fraction lost 2.40e-04
Rough intrinsic density 3.0e+18 per cm^3; p/n_i at peak 1.0168
```
